# Kinetic-Temperature Fluctuations of One Trimethylaluminium Molecule at 500 K

## Result

Let a molecule with classical nuclei be in equilibrium with a heat bath at temperature \(T\). Its instantaneous kinetic temperature is

\[
T_K=\frac{2K}{f k_B},
\]

where \(K\) is the kinetic energy of the nuclei, \(k_B\) is Boltzmann's constant and \(f\) is the number of independent momentum components counted. The mean and standard deviation of \(T_K\) are

\[
\langle T_K\rangle=T,\qquad \sigma=T\sqrt{\frac{2}{f}} .
\]

Trimethylaluminium, Al(CH₃)₃, has \(1+3+9=13\) atoms, hence \(f=3\times13=39\) if no component is removed. At 500 K,

\[
\sigma=500\ \mathrm{K}\times\sqrt{2/39}=113\ \mathrm{K}.
\]

The formula for \(\sigma\) holds at every \(f\). What is asymptotic is the shape of the distribution, which tends to a Gaussian as \(f\) grows. If \(a\) is the standard normal value below which a fraction \(q\) of the probability lies, the corresponding point of \(T_K\), with its first correction, is

\[
T_q\simeq T\left[1+a\sqrt{\frac{2}{f}}+\frac{2(a^2-1)}{3f}\right].
\]

The bath temperature does not fluctuate. The quantity that does is an estimate of it, made from one snapshot of one molecule.

## Mean, variance and skewness

The potential energy \(U\) depends on positions only, so the canonical weight factorises:

\[
e^{-(K+U)/k_BT}=e^{-K/k_BT}\,e^{-U/k_BT}.
\]

Integrating over positions leaves a constant multiplying the momentum factor. Bond strengths and anharmonicity therefore do not affect the distribution of \(K\).

For a Cartesian component \(p_i\) belonging to mass \(m_i\), define \(g_i=p_i/\sqrt{m_ik_BT}\). Then \(p_i^2/2m_i=k_BTg_i^2/2\), and the momentum factor becomes a product of \(e^{-g_i^2/2}\). The \(g_i\) are independent standard normal variables, and

\[
T_K=\frac{2}{fk_B}\sum_{i=1}^{f}\frac{k_BTg_i^2}{2}
=\frac{T}{f}\sum_{i=1}^{f}g_i^2 .
\]

The masses have cancelled. For \(t<1/2\), a Gaussian integral gives

\[
\langle e^{tg^2}\rangle=\int_{-\infty}^{\infty}\frac{dg}{\sqrt{2\pi}}\,e^{-(1-2t)g^2/2}
=(1-2t)^{-1/2}.
\]

Set \(t=sT/f\). Independence turns the average of the product into a product of averages, so

\[
\ln\langle e^{sT_K}\rangle=-\frac f2\ln\left(1-\frac{2sT}{f}\right).
\]

With \(-\ln(1-u)=u+u^2/2+u^3/3+\dots\) and \(u=2sT/f\),

\[
\ln\langle e^{sT_K}\rangle
=sT+\frac{s^2T^2}{f}+\frac{4s^3T^3}{3f^2}+\dots
\]

The coefficient of \(s^n/n!\) is the \(n\)th cumulant. The first is the mean, \(T\). The second is the variance, \(2T^2/f\), which proves the formula for \(\sigma\). The third is \(8T^3/f^2\), so the skewness is

\[
\gamma=\frac{8T^3/f^2}{(2T^2/f)^{3/2}}=\sqrt{\frac8f}.
\]

For \(f=39\), \(\gamma=0.453\). The positive sign means a longer tail on the hot side.

The result was also checked by sampling with one anharmonic potential. In a 13-atom model, each of the 12 bonds had energy \(k_BT(d^2/2+d^4/4)\), with \(d\) a reduced bond vector length, and each atom was also tied to the origin with energy \(k_BTr^2/2\), where \(r\) is its reduced distance from the origin. Positions and momenta were moved together and accepted according to the total energy alone. With 300 walkers and 8000 steps, the first 3000 discarded, the mean was 498.9 K and the standard deviation 112.0 K. The tolerances were 1.5 % and 5 %, to allow for finite, correlated sampling.

## The Gaussian limit and its first correction

Let \(z=(T_K-T)/\sigma\). Its mean is zero and its variance is one. The fourth cumulant of \(T_K\) is of order \(T^4/f^3\); divided by \(\sigma^4\), it is of order \(1/f\). To order \(f^{-1/2}\), therefore,

\[
\langle e^{ikz}\rangle\simeq e^{-k^2/2}\left[1+\frac{\gamma}{6}(ik)^3\right].
\]

The probability density is the inverse Fourier transform, in which each factor \(ik\) becomes \(-d/dz\). With \(\varphi(z)=e^{-z^2/2}/\sqrt{2\pi}\),

\[
\rho(z)\simeq\varphi(z)-\frac{\gamma}{6}\varphi'''(z).
\]

Integrating from \(-\infty\) to \(z\), and using \(\varphi'=-z\varphi\) and \(\varphi''=(z^2-1)\varphi\), gives the cumulative probability

\[
F(z)\simeq\Phi(z)-\frac{\gamma}{6}(z^2-1)\varphi(z),
\]

where \(\Phi\) is the integral of \(\varphi\). To find the point where \(F=q\), write \(z=a+\delta\) with \(\Phi(a)=q\). To first order in the small quantities \(\delta\) and \(\gamma\),

\[
q=q+\varphi(a)\delta-\frac{\gamma}{6}(a^2-1)\varphi(a),
\qquad
\delta=\frac{\gamma}{6}(a^2-1).
\]

Finally \(T_q=T+\sigma(a+\delta)\). Since \(\sigma\gamma=T\sqrt{2/f}\sqrt{8/f}=4T/f\), the correction is \(\sigma\delta=2T(a^2-1)/(3f)\), as stated at the start.

For the 5 and 95 percent points, \(a=\mp1.645\). The Gaussian term is \(\mp1.645\times113.23=\mp186.3\) K, and the correction is

\[
\frac{2\times500\times(1.645^2-1)}{3\times39}=14.6\ \mathrm{K}.
\]

| Point | Gaussian | With correction | Full classical distribution |
|---|---:|---:|---:|
| 5 % | 313.7 K | 328.3 K | 329.4 K |
| 95 % | 686.3 K | 700.8 K | 699.6 K |

The correction shifts both points upward and reduces the error from about 15 K to about 1 K. The last column comes from the chi-squared distribution obeyed by \(\sum g_i^2\). Nine snapshots in ten thus lie between about 330 K and 700 K, although the bath stays at 500 K.

The same fluctuation can be expressed as energy. With \(k_BT=43.09\) meV, the mean kinetic energy is \(39k_BT/2=0.840\) eV, and its standard deviation is \(\sqrt{39/2}\,k_BT=0.190\) eV. Their ratio is 22.6 %.

## Averages over snapshots

The variance of a sum of independent values is the sum of their variances. An average of \(M\) independent snapshots therefore has variance \(M\sigma^2/M^2\), and standard error \(\sigma/\sqrt M\). For a standard error of 5 K,

\[
M=\left(\frac{113.23}{5}\right)^2\simeq513 .
\]

Successive frames of a trajectory are correlated, so 513 closely spaced frames do not meet this condition.

## Removing translation and rotation

Many simulations set the total momentum to zero. To see what this changes, use the mass-weighted momenta \(\boldsymbol\pi_a=\sqrt{m_a}\,\mathbf v_a\), for which \(K=\frac12\sum_a|\boldsymbol\pi_a|^2\). Their thermal distribution is the same in every direction of the 39-dimensional space.

Subtracting the centre-of-mass velocity \(\mathbf V\) removes the vector with components \(\sqrt{m_a}\mathbf V\). It is orthogonal to what remains, because

\[
\sum_a m_a\mathbf V\cdot(\mathbf v_a-\mathbf V)
=\mathbf V\cdot\left(\sum_a m_a\mathbf v_a-\mathbf V\sum_a m_a\right)=0.
\]

Three Gaussian directions disappear and 36 remain. Removing rigid rotation, \(\boldsymbol\omega\times\mathbf r_a\), with positions measured from the centre of mass, takes away three more directions for a nonlinear molecule. The removed part is again orthogonal to the remainder \(\mathbf v'_a\), since

\[
\sum_a m_a(\boldsymbol\omega\times\mathbf r_a)\cdot\mathbf v'_a
=\boldsymbol\omega\cdot\sum_a m_a\mathbf r_a\times\mathbf v'_a=0,
\]

the remaining angular momentum being zero.

If \(c\) components are removed and the divisor is changed to \(f-c\), then

\[
\sigma_c=T\sqrt{\frac{2}{f-c}}
=\sigma\left(1-\frac cf\right)^{-1/2}
\simeq\sigma\left(1+\frac{c}{2f}\right).
\]

For \(c=3\) the first correction gives 117.6 K, against the full value 117.85 K. For \(c=6\) it gives 121.9 K, against 123.09 K. The value 113 K thus belongs to the count of all 39 components. If translation is removed and the other 36 components are thermal at 500 K, keeping the divisor 39 lowers the mean to \(500\times36/39=461.5\) K, a bias that longer averaging cannot cure. A thermostat that itself counts 39 components does something else: it holds the reading at 500 K and heats the 36 components to \(500\times39/36=542\) K.

## A second case: fixed total energy

An isolated molecule has no bath with which to exchange energy. Consider \(n=33\) harmonic vibrations, without overall translation or rotation, at fixed energy \(E\). After scaling, \(E\) is a sum of \(2n\) squares: \(n\) from momenta and \(n\) from coordinates. The fixed-energy ensemble weights all points of this sphere equally.

Let \(u_i\) be the components of a random unit vector in \(d=2n\) dimensions. A vector of \(d\) standard normal variables is \(g_i=ru_i\), with length \(r\) independent of direction. Since \(r^2\) has mean \(d\) and variance \(2d\), \(\langle r^4\rangle=d^2+2d\). From \(\langle g_i^4\rangle=3\) and \(\langle g_i^2g_j^2\rangle=1\) for \(i\ne j\),

\[
\langle u_i^4\rangle=\frac{3}{d(d+2)},\qquad
\langle u_i^2u_j^2\rangle=\frac{1}{d(d+2)} .
\]

The kinetic fraction \(X=K/E\) is the sum of \(n\) of the \(u_i^2\). Its mean is \(1/2\), and

\[
\langle X^2\rangle=\frac{3n+n(n-1)}{2n(2n+2)}=\frac{n+2}{4(n+1)},
\]
\[
\mathrm{Var}\,X=\frac{n+2}{4(n+1)}-\frac14=\frac{1}{4(n+1)}.
\]

Choose \(E=nk_BT\), so that the mean kinetic temperature is \(T\). Then \(T_K=2EX/(nk_B)=2TX\), and

\[
\sigma_E=\frac{T}{\sqrt{n+1}}=\frac{500\ \mathrm K}{\sqrt{34}}=85.75\ \mathrm K.
\]

The canonical value for the same 33 components is 123.09 K. Fixing the energy removes the part of the spread that comes from variation of the total energy, about half of the canonical variance. What remains is the exchange between kinetic and potential energy. Unlike the canonical result, this one depends on the potential: if the three methyl torsions, which are nearly free at 500 K, are taken to carry no potential energy, the sphere has 33 momentum and 30 coordinate directions, and at a mean of 500 K the spread is \(T\sqrt{60/(33\times65)}=83.6\) K. In either case the value is an average over the energy shell. A single trajectory of uncoupled harmonic modes keeps each mode energy constant and need not reproduce it.

## Quantum nuclei: high temperature and its failure

For a harmonic mode of wavenumber \(\nu\), let \(x=hc\nu/k_BT\), the vibrational quantum divided by the thermal energy. The mean occupation is \(\bar n=1/(e^x-1)\). In units where \(p=i(a^\dagger-a)/\sqrt2\), the kinetic energy is \(hc\nu\,p^2/2\). In level \(n\) (now a level number),

\[
\langle p^2\rangle_n=n+\tfrac12 .
\]

Since \(p^2=-\frac12(a^{\dagger2}+a^2-2a^\dagger a-1)\), the squared length of \(p^2|n\rangle\) is

\[
\langle p^4\rangle_n=\tfrac14[(n+1)(n+2)+n(n-1)+(2n+1)^2]
=\tfrac34(2n^2+2n+1).
\]

The thermal level probabilities are geometric, so \(\langle n^2\rangle=2\bar n^2+\bar n\). Substitution gives

\[
\langle p^4\rangle=\tfrac34(4\bar n^2+4\bar n+1)=3(\bar n+\tfrac12)^2=3\langle p^2\rangle^2 .
\]

The variance of the mode's kinetic energy is thus twice its squared mean, as in the classical case. Define \(\theta\) by setting the mean equal to \(k_B\theta/2\). Since \(\bar n+\frac12=\frac12\coth(x/2)\),

\[
\theta=T\,\frac x2\coth\frac x2 .
\]

Treat the six translations and rotations as classical, with \(\theta_i=T\). For independent modes and all 39 components,

\[
\langle T_K\rangle_Q=\frac{1}{39}\sum_i\theta_i,\qquad
\sigma_Q=\frac{1}{39}\sqrt{2\sum_i\theta_i^2}.
\]

At small \(x\), the expansion \(y\coth y=1+y^2/3+\dots\) with \(y=x/2\) gives

\[
\theta\simeq T\left(1+\frac{x^2}{12}\right).
\]

A skeletal bend of 150 cm⁻¹ has \(x=0.43\), and this first correction gives 508 K, in agreement with the full expression. A C–H stretch of 2900 cm⁻¹ has \(x=8.3\). The same formula would give about 3400 K, whereas the full result is 2087 K. In that case the opposite limit applies: \(\theta\simeq hc\nu/2k_B\), the zero-point value.

Using rough typical wavenumbers for all 33 vibrations, listed in the program under `mode_groups`, the sum of the \(\theta_i\) gives a mean of 1015 K, and the sum of squares gives \(\sigma_Q=269\) K. The nine C–H stretches supply \(9\times2087^2\) of the sum of squares, about 71 %. The digits are only as good as the inputs: shifting all wavenumbers by \(\pm5\) % moves the mean between about 980 and 1050 K and \(\sigma_Q\) between about 257 and 281 K. Anharmonicity adds a further shift; a Morse stretch with the same 2900 cm⁻¹ fundamental and an anharmonicity constant of 60 cm⁻¹ has \(\theta\simeq2130\) K instead of 2087 K. These large values do not mean that the molecule is hotter than its bath. They show that kinetic energy divided by \(k_B\) is not a thermometer when zero-point motion is large. The 113 K estimate describes classical-nuclei simulations that sample all 39 components canonically, not ideal momentum measurements on the real molecule. A correct mean is not enough: a weak-coupling (Berendsen) thermostat holds the mean at the set temperature but narrows the spread well below the canonical value.

## Relation to precursor processing

Trimethylaluminium is a precursor for depositing aluminium oxide, and 500 K is a typical order of process temperature. The largest neglected effect sized here is the quantum motion of the nuclei, which raises the spread by a factor of about 2.4 in the harmonic model (2.3 to 2.5 for a \(\pm5\) % change in the wavenumbers). The vapour can also contain dimers, whose share grows with pressure and falls with temperature; it is not calculated here. For a 26-atom dimer at 500 K, \(f=78\), and the classical spread would be \(500\sqrt{2/78}=80\) K. Gas collisions can act as the heat bath, but between collisions a molecule's energy is nearly fixed. Within the classical model, the canonical spread then describes many molecules sampled at one time, or one molecule followed through many collisions.

## Computed values

```
Bath temperature: 500.0 K
Atoms: 13; momentum components: 39
Thermal energy kT: 43.09 meV
Mean kinetic energy: 0.8402 eV
Kinetic-energy standard deviation: 0.1903 eV
Relative temperature fluctuation: 22.65 %
Canonical sigma, 39 components: 113.23 K
Metropolis mean, anharmonic model: 498.9 K
Metropolis sigma, anharmonic model: 112.0 K
Direct-sampling sigma, 39 components: 112.69 K
Skewness of snapshot distribution: 0.453
5 percent point: 329.4 K
95 percent point: 699.6 K
Target standard error of average: 5.0 K
Independent snapshots needed: 513
Sigma, translation removed, f=36: 117.85 K
Sampled sigma, translation removed: 117.29 K
Mean if f=39 is wrongly retained: 461.54 K
Sigma, rotation also removed, f=33: 123.09 K
Sampled sigma, rotation also removed: 122.57 K
Fixed-energy harmonic sigma, f=33: 85.75 K
Sampled fixed-energy sigma: 85.86 K
Rough vibrational inputs and quantum kinetic temperatures:
  C-H stretches: 9 modes, 2900 cm^-1, 2087 K
  CH3 asymmetric bends: 6 modes, 1400 cm^-1, 1044 K
  CH3 symmetric bends: 3 modes, 1200 cm^-1, 920 K
  CH3 rocks: 6 modes, 700 cm^-1, 659 K
  Al-C stretches: 3 modes, 550 cm^-1, 600 K
  skeletal bends: 3 modes, 150 cm^-1, 508 K
  CH3 torsions: 3 modes, 50 cm^-1, 501 K
Quantum mean kinetic temperature: 1015 K
Quantum kinetic-temperature sigma: 269 K
Quantum/classical mean ratio: 2.03
Quantum/classical sigma ratio: 2.37
```
